# Extended Scherzer focus and point resolution at 200 keV: verification in Python

```python
"""
Extended Scherzer focus and point resolution of an electron microscope.
Result under test, for a weak phase object and coherent axial illumination:
    underfocus = sqrt(4/3) * sqrt(Cs*lam)
    resolution = (Cs*lam**3)**(1/4) / sqrt(2*sqrt(4/3))
Cs: spherical aberration coefficient; lam: relativistic wavelength;
q: spatial frequency (cycles per metre); chi: aberration phase;
underfocus: positive magnitude for a weakened lens.
The criterion is the widest unbroken q band with |sin(chi)| >= sqrt(3)/2.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

h, hbar, c = const.h, const.hbar, const.c
mass, charge = const.m_e, const.e
rest_energy = mass * c**2
nm = 1e-9


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def momentum(kinetic):
    return np.sqrt(kinetic**2 + 2 * kinetic * rest_energy) / c


# Inputs: instrument and rough typical silicon-section values
energy_keV = 200.0
kinetic = energy_keV * 1e3 * charge
Cs = 1e-3
Cc = 1.2e-3
energy_fwhm_eV = 0.8
tilt_rms = 0.05e-3
thickness = 5 * nm
lattice = 0.543 * nm
thermal_rms = 0.008 * nm
potential_111 = 5.0
focus_error = 5 * nm

# Wavelength: closed form against integration of the equation of motion
lam = h / momentum(kinetic)
tau = kinetic / rest_energy
motion = solve_ivp(lambda t, y: 2 * np.sqrt(1 + y), (0, tau), [0.0],
                   rtol=1e-11, atol=1e-13)
lam_motion = h / (mass * c * np.sqrt(motion.y[0, -1]))
assert abs(lam_motion / lam - 1) < 1e-8
lam_nonrel = h / np.sqrt(2 * mass * kinetic)

# Derived optimum
focus_scale = np.sqrt(Cs * lam)
length_scale = (Cs * lam**3) ** 0.25
D_opt = np.sqrt(4 / 3)
underfocus = D_opt * focus_scale
resolution = length_scale / np.sqrt(2 * D_opt)
q_zero = 1 / resolution

# Phase from the integral of transverse ray displacement over angle
nodes, weights = np.polynomial.legendre.leggauss(3)


def phase_rays(q, focus):
    theta = lam * np.asarray(q, dtype=float)
    path = np.zeros_like(theta)
    for node, weight in zip(nodes, weights):
        angle = theta * (node + 1) / 2
        path = path + weight * (Cs * angle**3 - focus * angle)
    return 2 * np.pi / lam * path * theta / 2


def phase_formula(q, focus):
    return np.pi * (Cs * lam**3 * q**4 / 2 - lam * focus * q**2)


q_test = np.linspace(0.5e9, 7e9, 31)
assert np.allclose(phase_rays(q_test, underfocus),
                   phase_formula(q_test, underfocus), atol=1e-10)

# Defocus term against exact free-space propagation
theta_zero = lam * q_zero
exact_defocus = (2 * np.pi * underfocus / lam
                 * (1 - np.sqrt(1 - theta_zero**2)))
parabolic = np.pi * lam * underfocus * q_zero**2
paraxial_error = exact_defocus - parabolic
assert 0 < paraxial_error < 1e-3


# Image of a phase grating, formed with discrete Fourier transforms
def image_harmonics(strength, q, focus):
    count = 64
    x = np.arange(count) / count
    wave = np.exp(1j * strength * np.cos(2 * np.pi * x))
    orders = np.fft.fftfreq(count, 1 / count)
    spectrum = np.fft.fft(wave) * np.exp(-1j * phase_rays(orders * q, focus))
    intensity = np.abs(np.fft.ifft(spectrum)) ** 2
    harmonics = np.fft.fft(intensity).real / count
    return 2 * harmonics[1], 2 * harmonics[2]


for q in q_test:
    first, _ = image_harmonics(1e-4, q, underfocus)
    assert abs(first / 2e-4 - np.sin(phase_formula(q, underfocus))) < 1e-6
below, _ = image_harmonics(1e-4, 0.98 * q_zero, underfocus)
above, _ = image_harmonics(1e-4, 1.02 * q_zero, underfocus)
assert below < 0 < above

# First zero found numerically from the ray phase
q_root = brentq(lambda q: float(phase_rays(q, underfocus)), 3.5e9, 5e9)
assert abs(q_root / q_zero - 1) < 1e-9

# Brute-force search for the widest band at two contrast thresholds
q_grid = np.linspace(0, 9e9, 3001)
focus_grid = np.arange(-150, 150.05, 0.1) * nm


def widest_band(focus, threshold):
    passed = np.abs(np.sin(phase_rays(q_grid, focus))) >= threshold
    padded = np.r_[0, passed.astype(int), 0]
    change = np.diff(padded)
    starts = np.flatnonzero(change == 1)
    ends = np.flatnonzero(change == -1) - 1
    if len(starts) == 0:
        return 0.0, 0.0, 0.0
    best = np.argmax(ends - starts)
    low, high = q_grid[starts[best]], q_grid[ends[best]]
    return high - low, low, high


D_rule = 1.2
rule_threshold = np.sin(np.pi * (1 - D_rule**2 / 2))
scan_results = []
for threshold in (np.sqrt(3) / 2, rule_threshold):
    bands = np.array([widest_band(f, threshold) for f in focus_grid])
    best = np.argmax(bands[:, 0])
    a = np.arcsin(threshold)
    D = np.sqrt(2 * (1 - a / np.pi))
    half = np.sqrt(D**2 - 2 * a / np.pi)
    edges = np.sqrt([D - half, D + half]) / length_scale
    # One focus step plus rounding; edges also carry one q-grid step.
    assert abs(focus_grid[best] - D * focus_scale) < 0.11 * nm
    assert np.max(np.abs(bands[best, 1:] - edges)) < 0.015e9
    scan_results.append((focus_grid[best], edges))

# Silicon plane spacings and sensitivity to focus
d111, d220 = lattice / np.sqrt(3), lattice / np.sqrt(8)
offsets = (-focus_error, 0.0, focus_error)
transfer111 = [float(np.sin(phase_rays(1 / d111, underfocus + f)))
               for f in offsets]
transfer220 = [float(np.sin(phase_rays(1 / d220, underfocus + f)))
               for f in offsets]
assert max(transfer111) < 0
assert min(transfer220) < 0 < max(transfer220)

# Chromatic focus spread: focal length follows momentum squared
energy_rms = energy_fwhm_eV * charge / np.sqrt(8 * np.log(2))
relativity = (1 + tau) / (1 + tau / 2)
focus_rms = Cc * energy_rms / kinetic * relativity
step = 10 * charge
slope = (momentum(kinetic + step)**2 - momentum(kinetic - step)**2)
slope /= 2 * step * momentum(kinetic)**2
assert abs(Cc * energy_rms * slope / focus_rms - 1) < 1e-7

# Gaussian and uniform averages used to test the damping factors
gh_x, gh_w = np.polynomial.hermite.hermgauss(40)
normal, normal_w = np.sqrt(2) * gh_x, gh_w / np.sqrt(np.pi)
gl_x, gl_w = np.polynomial.legendre.leggauss(30)


def chromatic(q):
    return np.exp(-(np.pi * lam * focus_rms * q**2) ** 2 / 2)


def depth(q):
    return np.sinc(lam * thickness * q**2 / 2)


def thermal(q):
    return np.exp(-2 * np.pi**2 * thermal_rms**2 * q**2)


def convergence(q):
    gradient = 2 * np.pi * (Cs * lam**3 * q**3 - underfocus * lam * q)
    return np.exp(-(tilt_rms * gradient / lam) ** 2 / 2)


for q in (1 / d111, 1 / d220):
    base = np.sin(phase_rays(q, underfocus))
    varied = np.sin(phase_rays(q, underfocus + focus_rms * normal))
    assert abs(normal_w @ varied - base * chromatic(q)) < 1e-9
    varied = np.sin(phase_rays(q, underfocus + thickness / 2 * gl_x))
    assert abs(gl_w @ varied / 2 - base * depth(q)) < 1e-9
    varied = np.cos(2 * np.pi * q * thermal_rms * normal)
    assert abs(normal_w @ varied - thermal(q)) < 1e-10

# Tilt test where sin(chi)=-1, so the second-order phase has no linear effect
q_peak = brentq(lambda q: float(phase_rays(q, underfocus)) + np.pi / 2,
                3.2e9, 4.2e9)
k = tilt_rms / lam * normal
chi_center = phase_rays(k, underfocus)
chi_plus = phase_rays(k + q_peak, underfocus) - chi_center
chi_minus = phase_rays(k - q_peak, underfocus) - chi_center
tilted = 0.5j * (np.exp(-1j * chi_plus) - np.exp(1j * chi_minus))
loss = 1 + (normal_w @ tilted).real
loss_formula = 1 - convergence(q_peak)
assert abs(loss - loss_formula) < 0.03 * loss_formula

# Chromatic information limit: numerical average falls to exp(-2)
info_limit = np.sqrt(np.pi * lam * focus_rms / 2)


def focus_average(q):
    return normal_w @ np.cos(np.pi * lam * focus_rms * normal * q**2)


q_info = brentq(lambda q: focus_average(q) - np.exp(-2), 5e9, 15e9)
assert abs(q_info * info_limit - 1) < 1e-7

# Phase per volt and metre, checked by changing the kinetic energy
speed = momentum(kinetic) * c**2 / (kinetic + rest_energy)
interaction = charge / (hbar * speed)
volts = 10.0
wave_change = (momentum(kinetic + charge * volts)
               - momentum(kinetic - charge * volts)) / (2 * hbar * volts)
assert abs(wave_change / interaction - 1) < 1e-7

# Nonlinear image of the silicon 111 phase grating
grating_phase = 2 * interaction * potential_111 * thickness
small = 0.01
_, second_small = image_harmonics(small, 1 / d111, underfocus)
second_formula = small**2 / 2 * (
    1 - np.cos(phase_formula(2 / d111, underfocus)))
assert abs(second_small / second_formula - 1) < 2e-3
first, second = image_harmonics(grating_phase, 1 / d111, underfocus)
linear_first = 2 * grating_phase * transfer111[1]

show("Electron energy", energy_keV, "keV", 0)
show("Spherical aberration", Cs * 1e3, "mm", 1)
show("Wavelength", lam * 1e12, "pm")
show("Nonrelativistic wavelength", lam_nonrel * 1e12, "pm")
show("Focus scale sqrt(Cs lam)", focus_scale / nm, "nm", 2)
show("Length scale (Cs lam^3)^(1/4)", length_scale / nm, "nm")
show("Reduced optimum focus", D_opt)
show("Extended Scherzer underfocus", underfocus / nm, "nm", 2)
show("Underfocus from band search", scan_results[0][0] / nm, "nm", 1)
show("Point resolution", resolution / nm, "nm")
show("Resolution prefactor", resolution / length_scale)
show("First-zero frequency", q_zero * nm, "1/nm", 3)
show("First-zero angle", theta_zero * 1e3, "mrad", 2)
show("Main-band lower edge", scan_results[0][1][0] * nm, "1/nm", 3)
show("Main-band upper edge", scan_results[0][1][1] * nm, "1/nm", 3)
show("Rounded-rule reduced focus", D_rule, "", 1)
show("Rounded-rule underfocus", D_rule * focus_scale / nm, "nm", 2)
show("Rounded-rule resolution",
     length_scale / np.sqrt(2 * D_rule) / nm, "nm")
show("Rounded-rule contrast threshold", rule_threshold)
show("Silicon lattice constant, rough", lattice / nm, "nm", 3)
show("Silicon 111 spacing", d111 / nm, "nm")
show("Silicon 220 spacing", d220 / nm, "nm")
show("Focus error tried", focus_error / nm, "nm", 1)
for name, values in (("111", transfer111), ("220", transfer220)):
    for word, value in zip(("less", "optimum", "more"), values):
        show(f"sin(chi), {name}, {word} underfocus", value)
show("Chromatic coefficient, rough", Cc * 1e3, "mm", 1)
show("Energy spread FWHM, rough", energy_fwhm_eV, "eV", 1)
show("Rms focus spread", focus_rms / nm, "nm", 3)
show("Rms beam tilt, rough", tilt_rms * 1e3, "mrad", 2)
show("Section thickness, rough", thickness / nm, "nm", 1)
show("Rms thermal displacement, rough", thermal_rms / nm, "nm", 3)
show("Chromatic factor at first zero", chromatic(q_zero))
show("Convergence factor at first zero", convergence(q_zero))
show("Thickness factor at first zero", depth(q_zero))
show("Thermal factor at first zero", thermal(q_zero))
show("Chromatic information limit", info_limit / nm, "nm")
show("Paraxial phase error", paraxial_error, "rad", 6)
show("111 potential coefficient, rough", potential_111, "V", 1)
show("Interaction constant", interaction * nm, "rad/(V nm)", 6)
show("111 grating phase amplitude", grating_phase, "rad")
show("111 fundamental, full/linear", first / linear_first)
show("111 second harmonic/fundamental", abs(second / first))
print("every check passed")
```

Output:

```
Electron energy: 200 keV
Spherical aberration: 1.0 mm
Wavelength: 2.5079 pm
Nonrelativistic wavelength: 2.7424 pm
Focus scale sqrt(Cs lam): 50.08 nm
Length scale (Cs lam^3)^(1/4): 0.3544 nm
Reduced optimum focus: 1.1547
Extended Scherzer underfocus: 57.83 nm
Underfocus from band search: 57.8 nm
Point resolution: 0.2332 nm
Resolution prefactor: 0.6580
First-zero frequency: 4.288 1/nm
First-zero angle: 10.75 mrad
Main-band lower edge: 1.641 1/nm
Main-band upper edge: 3.962 1/nm
Rounded-rule reduced focus: 1.2
Rounded-rule underfocus: 60.10 nm
Rounded-rule resolution: 0.2288 nm
Rounded-rule contrast threshold: 0.7705
Silicon lattice constant, rough: 0.543 nm
Silicon 111 spacing: 0.3135 nm
Silicon 220 spacing: 0.1920 nm
Focus error tried: 5.0 nm
sin(chi), 111, less underfocus: -0.9951
sin(chi), 111, optimum underfocus: -0.8777
sin(chi), 111, more underfocus: -0.6212
sin(chi), 220, less underfocus: 0.6169
sin(chi), 220, optimum underfocus: -0.3931
sin(chi), 220, more underfocus: -0.9952
Chromatic coefficient, rough: 1.2 mm
Energy spread FWHM, rough: 0.8 eV
Rms focus spread: 2.372 nm
Rms beam tilt, rough: 0.05 mrad
Section thickness, rough: 5.0 nm
Rms thermal displacement, rough: 0.008 nm
Chromatic factor at first zero: 0.9427
Convergence factor at first zero: 0.9970
Thickness factor at first zero: 0.9783
Thermal factor at first zero: 0.9770
Chromatic information limit: 0.0967 nm
Paraxial phase error: 0.000242 rad
111 potential coefficient, rough: 5.0 V
Interaction constant: 0.007288 rad/(V nm)
111 grating phase amplitude: 0.3644 rad
111 fundamental, full/linear: 0.9610
111 second harmonic/fundamental: 0.1947
every check passed
```
